\section*{Coulomb-metric density fitting bounds the direct RPA correlation energy from above, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Atomic units are used throughout, with energies in hartree ($E_h$). A closed-shell reference supplies real spatial orbitals $\phi_i$ (occupied) and $\phi_a$ (virtual) with energies $\epsilon_i$, $\epsilon_a$, all held fixed. A pair index $p=(i,a)$ runs over $N$ values, and
\begin{equation}
\rho_p=\phi_i\phi_a,\qquad \Delta_p=\epsilon_a-\epsilon_i>0,\qquad D=\mathrm{diag}(\Delta_p),\qquad K_{pq}=2(\rho_p|\rho_q),
\end{equation}
with the Coulomb form $(u|w)=\iint u(\mathbf r)\,w(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. For linearly independent real auxiliary functions $g_P$, $P=1,\dots,N_{\rm aux}$, define
\begin{equation}
J_{PQ}=(g_P|g_Q),\qquad B_{Pp}=(g_P|\rho_p),\qquad \tilde K=2B^{T}J^{-1}B .
\label{eq:kfit}
\end{equation}
For real symmetric matrices, $X\le Y$ means $x^T(Y-X)x\ge0$ for every vector $x$. The direct RPA correlation energy $E[X]$ for a coupling matrix $X$ is
\begin{equation}
E[X]=\tfrac12\,\mathrm{Tr}\big(M_X^{1/2}-D-X\big),\qquad M_X=D^{1/2}(D+2X)D^{1/2}.
\label{eq:plasmon}
\end{equation}
Then:
\begin{enumerate}
\item $0\le\tilde K\le K$.
\item $E[K]\le E[\tilde K]\le0$, and $E[K]=E[\tilde K]$ only if $\tilde K=K$.
\item If the span of one auxiliary set contains the span of another, its energy is not higher.
\item With $\delta K=K-\tilde K$, $P_X=D^{1/2}M_X^{-1/2}D^{1/2}$ and $s(X)=\tfrac12\mathrm{Tr}[(1-P_X)\,\delta K]$,
\begin{equation}
0\le s(\tilde K)\le \tfrac12\big[s(\tilde K)+s(K)\big]\le E[\tilde K]-E[K]\le s(K).
\label{eq:bracket}
\end{equation}
\end{enumerate}
The inequality $\tilde K\le K$ alone does not imply statement 2. The proof also uses $\tilde K\ge0$, and Section~\ref{sec:limits} gives a matrix below $K$ whose energy lies below $E[K]$. The bound compares the fitted energy with the unfitted direct RPA energy for the same orbitals, orbital energies and pair set. It makes no statement about the complete orbital basis, the exact correlation energy, or the Hartree and exchange parts of the total energy.

\section{The energy in pair space}

\subsection{Eigenvalue form and spin}

In spin orbitals, direct RPA keeps only the Coulomb integrals between transition densities. For real orbitals both coupling blocks are the same matrix $X$, and the excitation energies solve
\begin{align}
(D+X)\,x+X\,y&=\Omega\,x,\\
-X\,x-(D+X)\,y&=\Omega\,y .
\end{align}
The correlation energy is defined as $\tfrac12[\sum_n\Omega_n-\mathrm{Tr}(D+X)]$, the sum running over the positive roots. With $u=x+y$ and $w=x-y$, the sum of the two equations cancels every term in $X$, and their difference doubles them:
\begin{equation}
D\,w=\Omega\,u,\qquad (D+2X)\,u=\Omega\,w .
\label{eq:uw}
\end{equation}
The change of variables is invertible, so the characteristic polynomial is that of \eqref{eq:uw}. Its diagonal blocks are multiples of the unit matrix and commute with the other blocks, which gives
\begin{equation}
\det\begin{pmatrix}-\Omega&D\\ D+2X&-\Omega\end{pmatrix}=\det\big[\Omega^2-D(D+2X)\big]=\det(\Omega^2-M_X).
\end{equation}
The last step is the similarity $D^{-1/2}\,D(D+2X)\,D^{1/2}=M_X$. The roots are thus $\pm\Omega_n$, with $\Omega_n^2$ the eigenvalues of $M_X$. Multiplying out,
\begin{equation}
M_X=D^2+2D^{1/2}XD^{1/2},
\label{eq:M}
\end{equation}
so $X\ge0$ gives $M_X\ge D^2>0$, all $\Omega_n$ are real, and $\sum_n\Omega_n=\mathrm{Tr}\,M_X^{1/2}$. This is \eqref{eq:plasmon}.

For a closed shell the spin-conserving pairs come in an $\alpha$ copy and a $\beta$ copy with the same $\rho_p$ and $\Delta_p$. With $v_{pq}=(\rho_p|\rho_q)$, the Coulomb integral does not depend on the two spin labels, and the orthogonal combinations $(\alpha\pm\beta)/\sqrt2$ give
\begin{equation}
\frac12\begin{pmatrix}1&1\\1&-1\end{pmatrix}\begin{pmatrix}v&v\\v&v\end{pmatrix}\begin{pmatrix}1&1\\1&-1\end{pmatrix}=\begin{pmatrix}2v&0\\0&0\end{pmatrix},
\end{equation}
while $D$ keeps its form in both blocks. The singlet block has $X=2v=K$. The triplet block has $X=0$, so $M=D^2$ and its contribution $\tfrac12\mathrm{Tr}(D-D)$ vanishes. Spin-flip pairs have zero transition density after spin integration and vanish in the same way. For a spin-unrestricted reference with real orbitals the pair index includes the spin, $K_{pq}=(\rho_p|\rho_q)$ and $\tilde K=B^TJ^{-1}B$ have no factor 2, and statements 1 to 4 hold with that change. The Hartree and exchange formulas in Section~\ref{sec:limits} are for closed shells only.

\subsection{Frequency form}

Define, for real $\omega\ge0$,
\begin{equation}
G(\omega)=\frac{2D}{D^2+\omega^2},\qquad Q_X(\omega)=G^{1/2}XG^{1/2}.
\end{equation}
$G$ is diagonal and positive because every $\Delta_p>0$. Since $G^{1/2}=(D^2+\omega^2)^{-1/2}(2D)^{1/2}$ and diagonal matrices commute, \eqref{eq:M} gives
\begin{align}
1+Q_X&=(D^2+\omega^2)^{-1/2}\big[D^2+\omega^2+2D^{1/2}XD^{1/2}\big](D^2+\omega^2)^{-1/2}\nonumber\\
&=(D^2+\omega^2)^{-1/2}\,(M_X+\omega^2)\,(D^2+\omega^2)^{-1/2}.
\label{eq:onepQ}
\end{align}
Hence $1+Q_X>0$ at all $\omega$ exactly when $M_X>0$, and
\begin{equation}
\ln\det(1+Q_X)=\sum_{n=1}^N\ln\frac{\omega^2+\Omega_n^2}{\omega^2+\Delta_n^2},
\end{equation}
where any one-to-one pairing of the $\Omega_n$ with the $\Delta_n$ may be used. For $a,b>0$ let $I(a)=\int_0^\infty\ln[(\omega^2+a^2)/(\omega^2+b^2)]\,d\omega$. Then $I(b)=0$ and
\begin{equation}
I'(a)=\int_0^\infty\frac{2a}{\omega^2+a^2}\,d\omega=2\arctan(\omega/a)\Big|_0^\infty=\pi,
\label{eq:arctan}
\end{equation}
so $I(a)=\pi(a-b)$. The same integral gives $\int_0^\infty G_p\,d\omega=\pi$, and $\mathrm{Tr}\,Q_X=\sum_pG_pX_{pp}$. Therefore
\begin{equation}
\frac1{2\pi}\int_0^\infty\!\big[\ln\det(1+Q_X)-\mathrm{Tr}\,Q_X\big]d\omega=\frac12\sum_n(\Omega_n-\Delta_n)-\frac12\mathrm{Tr}X=E[X].
\end{equation}
In terms of the eigenvalues $\lambda_1\ge\dots\ge\lambda_N$ of $Q_X(\omega)$,
\begin{equation}
E[X]=\frac1{2\pi}\int_0^\infty\sum_{k=1}^Nf\big(\lambda_k(Q_X)\big)\,d\omega,\qquad f(\lambda)=\ln(1+\lambda)-\lambda .
\label{eq:freq}
\end{equation}
This is the adiabatic-connection expression $\frac1{2\pi}\int\mathrm{Tr}[\ln(1-\chi_0v)+\chi_0v]\,d\omega$ written in pair space. The closed-shell response function is $\chi_0(\mathbf r,\mathbf r';i\omega)=-2\sum_pG_p\,\rho_p(\mathbf r)\rho_p(\mathbf r')$, and joining $n$ such factors in a ring with Coulomb interactions gives $\mathrm{Tr}(-\chi_0v)^n=\mathrm{Tr}(GK)^n=\mathrm{Tr}\,Q_K^n$. The two operators have the same power sums and so the same nonzero eigenvalues. Each eigenvector of $Q$ is a density fluctuation screened by the factor $1+\lambda_k$, and it contributes $f(\lambda_k)$.

\section{Order of the fitted Coulomb matrix}

\subsection{The Coulomb form is an inner product}

Let $\hat u(\mathbf k)=\int u(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$ for bounded, rapidly decaying $u$, a class that contains polynomials times Gaussians and their products. For the screened kernel, the angular integral gives $4\pi\sin(kr)/(kr)$, and
\begin{equation}
\int\frac{e^{-\mu r}}{r}e^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{4\pi}{k}\int_0^\infty e^{-\mu r}\sin kr\,dr=\frac{4\pi}{k}\,\frac{k}{k^2+\mu^2}=\frac{4\pi}{k^2+\mu^2}.
\end{equation}
The convolution theorem and Parseval's identity turn the screened form into a single $\mathbf k$ integral. As $\mu\to0$ both sides converge, the factor $1/k^2$ being integrable against $d^3k=k^2dk\,d\Omega_{\mathbf k}$, and
\begin{equation}
(u|w)=\frac1{(2\pi)^3}\int\frac{4\pi}{k^2}\,\hat u^*(\mathbf k)\,\hat w(\mathbf k)\,d^3k .
\label{eq:fourier}
\end{equation}
For $w=u$ the integrand is non-negative. It integrates to zero only if the continuous function $\hat u$ vanishes everywhere, that is, only if $u=0$. The form is thus a positive definite inner product. For any coefficients $c$, $c^TJc=(\sum_Pc_Pg_P|\sum_Qc_Qg_Q)$, which is positive for $c\ne0$ by linear independence, so $J>0$ and $J^{-1}$ exists. The same argument shows that any Gram matrix $(u_p|u_q)$ is positive semidefinite, and in particular $K\ge0$.

\subsection{Projection}

Write the fitted density as $\tilde\rho_p=\sum_Pg_PC_{Pp}$ and the residual as $r_p=\rho_p-\tilde\rho_p$. With $c$ and $b$ the $p$-th columns of $C$ and $B$, completing the square gives
\begin{align}
(r_p|r_p)&=(\rho_p|\rho_p)-2c^Tb+c^TJc\nonumber\\
&=(\rho_p|\rho_p)-b^TJ^{-1}b+(c-J^{-1}b)^TJ(c-J^{-1}b).
\end{align}
The last term is non-negative and vanishes only at $c=J^{-1}b$, so the Coulomb-metric fit is $C=J^{-1}B$. At this minimum
\begin{equation}
(g_P|r_p)=B_{Pp}-(JC)_{Pp}=0\quad\text{for all }P,p,
\label{eq:orth}
\end{equation}
so every residual is orthogonal to the whole auxiliary span, and in particular $(\tilde\rho_q|r_p)=0$ for all $p$ and $q$. This holds because all pairs are fitted in one common span. Expanding $\rho=\tilde\rho+r$ on both sides of the integral, the two cross terms vanish:
\begin{equation}
(\rho_p|\rho_q)=(\tilde\rho_p|\tilde\rho_q)+(r_p|r_q).
\end{equation}
The first term is $(C^TJC)_{pq}=(B^TJ^{-1}JJ^{-1}B)_{pq}=(B^TJ^{-1}B)_{pq}$. Hence
\begin{equation}
\tilde K_{pq}=2(\tilde\rho_p|\tilde\rho_q),\qquad \delta K_{pq}=K_{pq}-\tilde K_{pq}=2(r_p|r_q).
\label{eq:gram}
\end{equation}
Both are Gram matrices of the Coulomb inner product, and statement 1 follows.

The order is a statement about quadratic forms. Taking $x$ as a unit vector shows $\tilde K_{pp}\le K_{pp}$, but an off-diagonal $\delta K_{pq}$ has either sign and is limited only by the Cauchy--Schwarz inequality $|\delta K_{pq}|\le(\delta K_{pp}\,\delta K_{qq})^{1/2}$. A fitted integral can be larger in magnitude than the exact one, so the energy bound cannot be obtained integral by integral.

\subsection{Nested spans}

Let $V_1\subset V_2$ be two auxiliary spans with fits $\tilde\rho^{(1)},\tilde\rho^{(2)}$ and residuals $r^{(1)},r^{(2)}$. The difference $\eta_p=\tilde\rho_p^{(2)}-\tilde\rho_p^{(1)}$ lies in $V_2$, and $r_p^{(1)}=r_p^{(2)}+\eta_p$. By \eqref{eq:orth}, $r^{(2)}$ is orthogonal to $V_2$, so $(r_p^{(1)}|r_q^{(1)})=(r_p^{(2)}|r_q^{(2)})+(\eta_p|\eta_q)$. With \eqref{eq:gram},
\begin{equation}
\big(\tilde K_2-\tilde K_1\big)_{pq}=2(\eta_p|\eta_q),\qquad 0\le\tilde K_1\le\tilde K_2\le K .
\label{eq:nested}
\end{equation}
Two sets of different size that are not nested are not ordered by this argument.

\section{The energy bound}

Let $0\le X\le Y$. The cases needed are $(X,Y)=(\tilde K,K)$ and $(\tilde K_1,\tilde K_2)$.

For any vector $x$ put $z=G^{1/2}x$. Then $x^TQ_Xx=z^TXz\ge0$ and $x^T(Q_Y-Q_X)x=z^T(Y-X)z\ge0$, so
\begin{equation}
0\le Q_X(\omega)\le Q_Y(\omega)\quad\text{at every }\omega .
\end{equation}
The same $G$ must appear on both sides, and here the fixed orbital energies enter.

The matrix order carries over to ordered eigenvalues. Fix $k$. Let $U$ be the span of the eigenvectors $1,\dots,k$ of $Q_X$, of dimension $k$, and $V$ the span of the eigenvectors $k,\dots,N$ of $Q_Y$, of dimension $N-k+1$. The dimensions add to $N+1>N$, so $U\cap V$ contains a unit vector $x$. In $U$, $x^TQ_Xx$ is a weighted mean of $\lambda_1(Q_X),\dots,\lambda_k(Q_X)$ and is at least the smallest of them. In $V$, $x^TQ_Yx$ is a weighted mean of $\lambda_k(Q_Y),\dots,\lambda_N(Q_Y)$ and is at most the largest of them. Thus
\begin{equation}
0\le\lambda_k(Q_X)\le x^TQ_Xx\le x^TQ_Yx\le\lambda_k(Q_Y).
\label{eq:weyl}
\end{equation}
The function $f$ has $f(0)=0$ and
\begin{equation}
f'(\lambda)=\frac1{1+\lambda}-1=-\frac{\lambda}{1+\lambda},
\label{eq:fprime}
\end{equation}
which is negative for $\lambda>0$. So $f$ is strictly decreasing on $[0,\infty)$, and both eigenvalues in \eqref{eq:weyl} lie in that interval because $X\ge0$. Therefore $0\ge f(\lambda_k(Q_X))\ge f(\lambda_k(Q_Y))$ for every $k$ and $\omega$. Summing over $k$ and integrating as in \eqref{eq:freq} gives $0\ge E[X]\ge E[Y]$, which proves the inequalities in statements 2 and 3.

Suppose $E[X]=E[Y]$. The difference of the integrands is non-negative and, being a difference of expressions $\ln\det(1+Q)-\mathrm{Tr}\,Q$, continuous in $\omega$. A vanishing integral then makes it zero at every $\omega$. It is a sum of non-negative terms, so each term vanishes, and strict monotonicity gives $\lambda_k(Q_X)=\lambda_k(Q_Y)$ for all $k$. Then $\mathrm{Tr}(Q_Y-Q_X)=0$. A positive semidefinite matrix with zero trace has only zero eigenvalues and is zero, and $G^{1/2}$ is invertible, so $X=Y$. By \eqref{eq:gram}, $\tilde K=K$ means $(r_p|r_p)=0$ for all $p$: every pair density lies in the auxiliary span. At the other extreme, an empty span gives $\tilde K=0$ and $E=0$.

Physically, the fit removes from each density fluctuation the part outside the auxiliary span, together with that part's Coulomb self-energy. No screening eigenvalue grows and none becomes negative, at least one shrinks unless $\tilde K=K$, and a weaker repulsive coupling yields less correlation energy.

Since the inequality holds at each frequency, it survives any quadrature $\int d\omega\to\sum_mw_m$ with $w_m>0$, provided both energies are evaluated on the same nodes and weights. A fitted energy on a coarse grid is not bounded by the converged $E[K]$, because the quadrature error has no fixed sign.

The expansion $f(\lambda)=-\lambda^2/2+\lambda^3/3-\dots$ connects to perturbation theory. Partial fractions and \eqref{eq:arctan} give, for $a\neq b$ and by continuity for $a=b$,
\begin{equation}
\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac1{b^2-a^2}\Big(\frac\pi{2a}-\frac\pi{2b}\Big)=\frac{\pi}{2ab(a+b)},
\end{equation}
so that $\frac1{2\pi}\int G_pG_q\,d\omega=\frac1{2\pi}\,4\Delta_p\Delta_q\,\pi/[2\Delta_p\Delta_q(\Delta_p+\Delta_q)]$, or
\begin{equation}
\frac1{2\pi}\int_0^\infty G_pG_q\,d\omega=\frac1{\Delta_p+\Delta_q}.
\label{eq:GG}
\end{equation}
The second-order term is $-\tfrac12\sum_{pq}X_{pq}^2/(\Delta_p+\Delta_q)$, the direct part of the MP2-type energy. Since $-\lambda^2/2$ also decreases on $[0,\infty)$, this term obeys the same bound. The third-order term increases with $\lambda$ and obeys the opposite one, and the series converges only for $\lambda\le1$, so the proof cannot be run order by order. Exchange-type terms, as in full MP2 or second-order screened exchange, are not functions of the eigenvalues of $Q$, and the argument does not cover them.

\section{Working form in the auxiliary space}

With the Cholesky factorization $J=LL^T$, set $W=\sqrt2\,L^{-1}B$, an $N_{\rm aux}\times N$ matrix. Then $W^TW=2B^TL^{-T}L^{-1}B=\tilde K$. With $Y=WG^{1/2}$, $Q_{\tilde K}=Y^TY$. If $Y^TYx=\lambda x$ with $\lambda\ne0$, then $Yx\neq0$ and $YY^T(Yx)=\lambda\,Yx$. This map and its counterpart with $Y^T$ are one-to-one on each eigenspace, so $Y^TY$ and $YY^T=WGW^T$ share nonzero eigenvalues with multiplicity. Zero eigenvalues contribute $f(0)=0$, and
\begin{equation}
E[\tilde K]=\frac1{2\pi}\int_0^\infty\big[\ln\det(1+WGW^T)-\mathrm{Tr}\,WGW^T\big]d\omega .
\label{eq:aux}
\end{equation}
Several modifications met in practice can be sorted by whether they keep $0\le\tilde K\le K$.

Discarding eigenvectors of $J$ with small eigenvalues replaces the span by the span of the retained combinations. The result is a Coulomb-metric fit in a smaller space and the bound holds. Nesting of two truncated spans is no longer guaranteed, so statement 3 may be lost.

Replacing $J$ by $J+\mu$ with $\mu>0$ replaces each eigenvalue $1/j$ of $J^{-1}$ by $1/(j+\mu)$, so $0\le(J+\mu)^{-1}\le J^{-1}$, and the congruence with $B$ gives a matrix between $0$ and $\tilde K$. The bound holds.

An incomplete pivoted Cholesky decomposition of the electron-repulsion matrix is the Gram--Schmidt orthonormalization of the pivot densities in the Coulomb inner product, with factor elements $(\rho_p|e_m)$ for the orthonormal functions $e_m$. It is a Coulomb-metric fit in the span of the pivots. The bound holds, and successive truncations are nested.

A frozen core or a truncated virtual space restricts the pair set. The bound holds against the unfitted energy for the same restricted set.

Errors in the integrals are different. To first order, a change $dJ$ gives $d(J^{-1})=-J^{-1}dJ\,J^{-1}$ and $d\tilde K=-2C^TdJ\,C$, and a change $dB$ gives $d\tilde K=2(dB^TC+C^TdB)$. Neither has a fixed sign. Screening or rounding of two- and three-index integrals therefore perturbs the bound by an amount proportional to the integral error, linear in the coefficients $C$ for $dB$ and quadratic in them for $dJ$, and an ill-conditioned $J$ can make $C$ large.

This part has proved that $0\le\tilde K\le K$, that the fitted direct RPA energy is never below the unfitted one, and that enlarging a nested auxiliary span never raises it. What remains is to prove the error bracket of statement 4, to show where the bound fails, and to test the results on Li$_2$.
